Distance cutoffs in local MP2: error scaling and first correction

**1. Definitions and conventions**

Consider a periodic insulator extended in d dimensions: a chain (d = 1), a sheet (d = 2) or a bulk crystal (d = 3). Its closed-shell Hartree–Fock state is described by exponentially localized, real occupied orbitals i, j and localized virtual orbitals a, b in a finite basis. Correlation is treated by second-order Møller–Plesset theory, MP2. The quantity sought is the energy lost per occupied orbital when every pair ij with separation r > R is dropped.

Atomic units are used. Two-electron integrals are written in charge-density order,

(ia|jb) = ∫∫ φ_i(x) φ_a(x) φ_j(y) φ_b(y) / |x − y| dx dy.

A pair means an unordered pair of different orbitals. Its energy at large separation will be written −C6/r⁶, with C6 > 0. The omitted energy per orbital is called δ and is positive. Since each pair belongs to two orbitals, each orbital carries half of it:

δ(R) = ½ Σ_{r>R} C6/r⁶.  (1)

The sum runs over the partners of one orbital. For simplicity all occupied orbitals are equivalent by translation; with several kinds, C6 is replaced by an average over pair types. If C6 depends on direction, its angular average enters the leading result below.

The result to be derived is

δ(R) ≈ n Ω C6 / [2(6 − d) R^(6−d)],  (2)

where n is the number of orbitals per unit length, area or volume, and Ω = 2, 2π, 4π for d = 1, 2, 3. The error therefore falls as R⁻⁵ in chains, R⁻⁴ in sheets and R⁻³ in bulk. This holds for R large compared with the orbital size and the lattice spacing and, when the Fock matrix couples the amplitudes, with the decay length found in section 5, which grows as the gap narrows. For a sheet or chain of finite thickness, R must also exceed the thickness; only at R much smaller than the thickness do the partners fill space as in bulk. In a slab of thickness L the average share of a sphere of radius r < L lying inside is 1 − r/(2L), so at R = L/2 the error is already down to about 0.64 of the bulk estimate.

**2. The energy of a distant pair**

Suppose first that the localized orbitals have definite energies ε, so that the Fock matrix is diagonal. Section 5 removes this assumption. The closed-shell MP2 energy is

E = −Σ_{ijab} (ia|jb)[2(ia|jb) − (ib|ja)] / (ε_a + ε_b − ε_i − ε_j),

with i and j summed independently. An unordered pair occurs twice, as ij and as ji. The exchange integral (ib|ja) contains the products φ_iφ_b and φ_jφ_a. If a belongs to the site of i and b to the site of j, both products are overlaps between distant sites and are exponentially small. What remains is

e_ij = −4 Σ_ab (ia|jb)² / (ε_a + ε_b − ε_i − ε_j).  (3)

The factor 4 is 2 from the spin sum times 2 from the two orderings.

To find the distance dependence, measure x from the centre of i and y from the centre of j, and let r be the vector from i to j. With w = y − x, the Taylor expansion of the Coulomb interaction is

1/|r + w| = 1/r − r·w/r³ + ½ Σ_pq w_p w_q (3 r̂_p r̂_q − δ_pq)/r³ + …

Because φ_i and φ_a are orthogonal, the transition density φ_iφ_a has zero total charge, and so has φ_jφ_b. A term survives the integration only if it contains both x and y. The first two terms do not. In the third, w_p w_q contributes −x_p y_q − y_p x_q, and these two parts are equal after the symmetric sum over p and q. Hence

(ia|jb) ≈ Σ_pq μ_p^(ia) μ_q^(jb) (δ_pq − 3 r̂_p r̂_q)/r³,  (4)

where μ^(ia) = ∫ φ_i x φ_a dx is the transition dipole length. The integral falls as r⁻³ and its square as r⁻⁶. Permanent charges and dipoles do not appear, because (3) contains transition densities and no static ones.

For a definite coefficient, let each site have one s orbital and three p virtuals at excitation energy Δ = ε_a − ε_i. With r along z, the matrix in (4) is diag(1, 1, −2)/r³, and its squared elements sum to (1 + 1 + 4)/r⁶ = 6/r⁶. Equation (3) becomes

e_ij = −4 · 6μ⁴/(2Δ r⁶) = −12μ⁴/(Δ r⁶), so C6 = 12μ⁴/Δ.  (5)

If the orbital can be polarized along z only, and r is also along z, the sum 6 is replaced by 4 and the coefficient becomes 8μ⁴/Δ. The prefactor has changed and the power has not. At an angle θ between r and z the factor is (1 − 3cos²θ)², which vanishes at 54.7°; a chain running in that direction has C6 = 0, and (2) does not apply to it.

For Gaussians with a common exponent α, the s density is proportional to exp(−2αx²) along each axis, with variance 1/(4α). The normalized p orbital is φ_p = xφ_s/√⟨x²⟩, and therefore

μ = ⟨s|x|p⟩ = √⟨x²⟩ = 1/(2√α).  (6)

**3. The leading tail**

For R much larger than the lattice spacing, the partners in (1) may be replaced by a uniform density n. The number of partners between r and r + dr is nΩ r^(d−1) dr, so

δ ≈ ½ n Ω C6 ∫_R^∞ r^(d−1) r⁻⁶ dr
 = ½ n Ω C6 [r^(d−6)/(d−6)]_R^∞
 = n Ω C6 / [2(6 − d) R^(6−d)].

The upper limit contributes nothing because d < 6, and the lower limit gives the positive result (2). Every omitted pair energy is negative, so the terms cannot cancel each other. The dimension enters through the number of partners at distance r, while each pair energy keeps its r⁻⁶ law.

The cost of reducing the error follows from the same counting. The number of distinct pairs kept per orbital is about ½ nΩR^d/d. In bulk this grows as R³ while the error falls as R⁻³, so an error ten times smaller requires ten times as many pairs. In a sheet the pairs grow as R² and the error falls as R⁻⁴, which gives a factor √10 ≈ 3.2. In a chain the factor is 10^(1/5) ≈ 1.6.

**4. The first correction**

Two approximations were made in reaching (2): the lattice was smoothed, and higher multipoles were dropped. Their corrections are treated in turn.

*Smoothing the lattice.* Take one orbital per site of a chain, square lattice or simple cubic lattice with spacing a, and set X = R/a. Let N(X) be the number of lattice points within X, the origin included, and let V(X) = ΩX^d/d be the volume of the same ball in units of a^d. Write N = V + D. Integration by parts gives

Σ_{x>X} x⁻⁶ = ∫_X^∞ x⁻⁶ dN = −N(X)X⁻⁶ + 6∫_X^∞ N(x)x⁻⁷ dx.

Counting the origin is harmless: a constant c added to N changes the right side by −cX⁻⁶ + cX⁻⁶ = 0. The part V reproduces the continuum tail ΩX^(d−6)/(6−d). The rest is the correction

−D(X)X⁻⁶ + 6∫_X^∞ D(x)x⁻⁷ dx.  (7)

Dividing the first term by the continuum tail, and using ΩX^d = dV, gives its relative size:

−(6 − d)D/(ΩX^d) = −[(6 − d)/d] D/V.  (8)

The factor (6 − d)/d is 5, 2 and 1 for chain, sheet and bulk.

To bound D, place a unit cell around each lattice point. The cells of the points counted in N fit inside a ball of radius X + √d/2 and cover a ball of radius X − √d/2. Hence |D| is at most of order X^(d−1). Both terms in (7) are then at most of order X^(d−7), and the relative correction is at most of order a/R. The first term has the sign of −D. D jumps upward each time the cutoff takes in a shell and decreases between shells, so the correction depends on where the cutoff lies among the shells.

*The chain in closed form.* Let the cutoff lie midway between sites, X = M + ½ with M an integer, and set f(x) = x⁻⁶. Integrating the Taylor series of f about n over one cell gives

∫_{n−½}^{n+½} f dx = f(n) + f″(n)/24 + …

Summing over n > M, and replacing the sum of f″ by its integral at this order, gives

Σ_{n>M} f(n) ≈ ∫_X^∞ f dx − (1/24)∫_X^∞ f″ dx
 = ∫_X^∞ f dx + f′(X)/24
 = X⁻⁵/5 − X⁻⁷/4.

The two sides of the chain contribute equally, so for a midway cutoff

δ ≈ [C6/(5a⁶X⁵)] [1 − 5/(4X²)].  (9)

The correction of order a/R is absent at this position. It returns when R lies at a shell, R = Ma. Just inside the shell, site M is omitted and the equivalent midway cutoff is M − ½; just outside, it is M + ½. Relative to the estimate at R itself, the leading factors are

(1 − 1/(2M))⁻⁵ inside, (1 + 1/(2M))⁻⁵ outside.  (10)

For large M these are 1 ± 5/(2M), a correction of relative order a/R. It describes the position of the cutoff among the shells and leaves the power in (2) unchanged.

*Higher multipoles.* The next coupling after (4) is dipole–quadrupole. It falls as r⁻⁴ and gives a pair energy −C8/r⁸. In the model each virtual has a definite angular momentum about its site, so a given pair of excitations has one leading multipole coupling and there is no mixed r⁻⁷ term. Repeating the integral of section 3 with r⁻⁸ gives

δ₈ = n Ω C8 / [2(8 − d) R^(8−d)],
δ₈/δ = [(6 − d)/(8 − d)] C8/(C6 R²).

This correction is of relative order R⁻². In the chain it lies below the a/R shell correction for a general cutoff. In the sheet and in bulk a/R is only an upper bound on the shell correction, so the two are not ranked by this argument.

**5. Coupled amplitudes**

Localized orbitals are in general not eigenfunctions of the Fock operator. Its off-diagonal elements couple the amplitudes of different pairs, so dropping distant pairs also disturbs the pairs that are kept. It must be checked that this does not alter the power.

Keep the direct terms alone. Exchange vanishes exponentially for the dropped pairs but not for the nearby kept ones. Including it multiplies the quadratic form of the energy by 2 − S in place of 2, where S swaps a and b. This factor commutes with the matrix A below and has eigenvalues 1 and 3, so the amplitude equation is unchanged and only the constants in the bounds below are altered. Collect the integrals (ia|jb) in a vector K and the amplitudes in a vector T, and minimize

J[T] = T·A·T + 2K·T, E = 2J,  (11)

(AT)_iajb = Σ_c (F_ac T_icjb + F_bc T_iajc) − Σ_k (F_ik T_kajb + F_jk T_iakb).

The minimum satisfies AT = −K, and there J = K·T. For a diagonal Fock matrix this gives J = −ΣK²/(ε_a+ε_b−ε_i−ε_j) over ordered pairs. Then E = 2J assigns −4ΣK²/(…) to each unordered pair, in agreement with (3).

The eigenvalues of A are sums of two virtual energies minus two occupied energies. The smallest, λ_min, is therefore positive when there is a gap, and the largest, λ_max, is finite in a finite basis.

Let T be the full solution and T + Z any other vector. The terms linear in Z cancel because AT = −K, which leaves

J[T + Z] − J[T] = Z·A·Z.

Let D now label the dropped amplitudes and P the kept ones. Dropping requires Z_D = −T_D, while Z_P is free to minimize the energy. Two bounds follow. First, Z·A·Z ≥ λ_min|Z|² ≥ λ_min|T_D|². Second, the choice Z_P = 0 is allowed, and the true minimum cannot lie above it. With J_R the restricted minimum,

λ_min |T_D|² ≤ J_R − J ≤ λ_max |T_D|².  (12)

The error is thus tied to the squared norm of the omitted amplitudes, and their decay remains to be found. Assume that the Fock matrix has finite range in the localized basis. Write A = c(1 + h), with c = (λ_max + λ_min)/2. The norm of h is then

q = (λ_max − λ_min)/(λ_max + λ_min) < 1,

and A⁻¹ = c⁻¹(1 − h + h² − …) converges. The m-th term shifts orbitals by at most m times the range of the Fock matrix and has weight at most q^m. Hence A⁻¹ decays exponentially with distance, and T = −A⁻¹K falls no more slowly than K, as r⁻³. Nor can T fall faster: K = −AT with A of finite range would then fall faster too. So |T_ij|² behaves as r⁻⁶, |T_D|² per orbital behaves as R^(d−6), and (12) carries this power over to the error.

The argument fails when the gap closes. Then λ_min tends to zero, q tends to one, and neither the lower bound nor the short range of A⁻¹ survives. Nothing is claimed here for metals. With a small but open gap the power law still holds, but only beyond the decay length of A⁻¹, which the series bounds by the range of the Fock matrix divided by ln(1/q). At shorter cutoffs the omitted amplitudes are fed from nearby pairs and the error can be far above (2). In the ring model of section 6 with the hopping scaled up so that λ_min = 0.10 hartree, the error is about 8 times the uncoupled tail at R = 4.5a and still 1.8 times at 8.5a.

**6. Worked example**

Take α = 0.25 bohr⁻², Δ = 0.5 hartree and a = 6 bohr, with one occupied orbital per site. Equations (5) and (6) give

μ = 1/(2 · 0.5) = 1 bohr,
C6 = 12 · 1/0.5 = 24 hartree bohr⁶.

For two isolated sites 12 bohr apart, the dipole–dipole pair energy computed from explicit Coulomb integrals over the s and p functions is −8.038 × 10⁻⁶ hartree, equal to −C6/r⁶ to the digits shown. The largest exchange integral is 4 × 10⁻¹² of the largest direct one. On the lattice, neighbouring Gaussians at 6 bohr overlap by up to 0.09 and must be orthogonalized; in a chain this raises the exchange ratio at 12 bohr to about 6 × 10⁻⁷ and the pair energy by about 1.4%. That effect is neglected below. The dipole–quadrupole contribution follows r⁻⁸, as stated in section 4. With d virtuals at excitation energy 2Δ or Δ, C8/C6 is 10 or 15 bohr², which would add 7% or 10% to the pair energy at 12 bohr and 3% or 4% to the chain error at the cutoff found below. It is not included in the pair energy above or in the lattice errors below, which use C6 alone.

*Cutoff for a chosen error.* Let the target be δ = 10⁻⁶ hartree per orbital. With n = a^(−d), equation (2) reads

δ = [Ω/(2(6 − d))] (C6/a⁶) X^(d−6), C6/a⁶ = 24/46656 = 5.144 × 10⁻⁴ hartree.

Solving for X gives:

Bulk: X³ = (4π/6) · 514.4 = 1077, so X = 10.25.
Sheet: X⁴ = (2π/8) · 514.4 = 404, so X = 4.48.
Chain: X⁵ = (2/10) · 514.4 = 102.9, so X = 2.53.

The cutoffs are 61.5 bohr (32.5 Å) in bulk, 26.9 bohr (14.2 Å) in the sheet and 15.2 bohr (8.0 Å) in the chain. They keep 2276, 34 and 2 distinct pairs per orbital. The same accuracy is thus far more expensive in bulk.

The lattice sums at these cutoffs give errors of 0.99, 0.82 and 0.88 × 10⁻⁶ hartree. The deviations from the target can be traced with the first correction.

In the sheet, 34 pairs per orbital mean 68 partners, so N = 69 with the origin. The area is V = π · 4.483² = 63.1, hence D = 5.9. Equation (8) predicts a relative change of −2 · 5.9/63.1 = −0.19, and the lattice sum shows −0.18. The cutoff has just taken in a shell, so less is left outside than the smooth estimate assumes.

In bulk, N = 2 · 2276 + 1 = 4553 and V is about 4513, so D = 40. The predicted change is −40/4513 = −0.9%, and the lattice sum shows −0.85%. In both cases the integral in (7) contributes little at this cutoff.

In the chain the sites with n ≥ 3 are omitted, so the equivalent midway cutoff is 2.5. Equation (9), relative to the estimate at 2.526, gives (2.526/2.5)⁵ (1 − 1.25/6.25) = 0.84, against 0.88 from the lattice sum. At so short a cutoff the next term of the expansion is still visible.

*Larger cutoffs.* At R = 10.5a the ratio of lattice error to estimate is 0.980 in bulk, 0.983 in the sheet and 0.9888 in the chain. For the chain, (9) predicts 1 − 1.25/10.5² = 0.9887. At the shell 10a, the factors (10) are 1.292 inside and 0.784 outside. Multiplied by the bracket in (9), taken at 9.5 and 10.5, they become 1.274 and 0.775, against computed ratios of 1.275 and 0.775. Moving the cutoff across one shell of this chain therefore changes the error by a factor of about 1.6.

Power laws fitted to the lattice errors between 8.5a and 30.5a have exponents −2.99, −3.99 and −4.99 for bulk, sheet and chain. The small excess in the chain has the sign implied by (9), whose local exponent is −5 + 2.5/X² to this order.

*Coupled amplitudes.* A ring of 28 sites tests section 5. Each site has one occupied orbital and one virtual polarized along the ring, so the uncoupled coefficient is 8μ⁴/Δ = 16 hartree bohr⁶. The integral for i = j is set to 0.1 hartree. Nearest-neighbour hopping is t_o = −0.04 hartree for occupied and t_v = 0.08 hartree for virtual orbitals. Each band extends 2|t| to either side of its centre, and two bands of each kind enter A, so

λ = 2Δ ∓ 4(|t_o| + |t_v|) = 1 ∓ 0.48 = 0.52 and 1.48 hartree.

The computed ratio (J_R − J)/|T_D|² is 0.88 hartree for cutoffs of 4.5a, 6.5a and 8.5a, inside the bounds (12). The product |T_ij|² r⁶ changes by 1.5% between 6a and 9a, as expected for amplitudes falling as r⁻³.

The coupled error exceeds the uncoupled one by 10.8%, 9.0% and 8.4% at the three cutoffs. Second-order perturbation theory in the hopping accounts for part of this. A single hop leads to a configuration with no direct integral K, so the first order vanishes. In second order, an orbital may hop away and back: four indices with two directions each give 4(t_o² + t_v²) = 0.032 hartree². Alternatively, the occupied and virtual indices of one electron may both move to the same neighbouring site. Two electrons, two directions and two orderings give −8t_o t_v = 0.026 hartree², where the minus sign comes from the occupied term in A. Divided by (2Δ)² = 1 hartree², the sum is an increase of 5.8% for slowly varying K. The remainder must come from higher orders, from the variation of K between sites and from kept pairs near the cutoff. A contribution from the cutoff region would fall as a/R relative to the tail, which may explain the decrease with R; this last point is a conjecture and was not tested separately.

The hopping thus raises the error by about a tenth at these cutoffs, while the ratio to the uncoupled tail varies by about 2% as the error itself falls by a factor of 26. The numerical check that follows contains the two-site dipole values, the lattice sums and the values for the 28-site ring.

Calculated quantities

```
Gaussian exponent = 0.25 bohr^-2; spacing a = 6.0 bohr
excitation energy = 0.5 hartree; transition length = 1.0000 bohr
C6 = 24.0000 hartree bohr^6
pair energy at 12 bohr, from integrals = -8.03755e-06 hartree
pair energy at 12 bohr, -C6/r^6 = -8.03755e-06 hartree
dipole-quadrupole power of r = -8.0000
exchange/direct integral at 12 bohr = 4.1e-12
bulk: fitted power of R, 8.5a to 30.5a = -2.992
  error at R = 10.5a: lattice 9.1220e-07, estimate 9.3067e-07 hartree
sheet: fitted power of R, 8.5a to 30.5a = -3.987
  error at R = 10.5a: lattice 3.2673e-08, estimate 3.3238e-08 hartree
chain: fitted power of R, 8.5a to 30.5a = -4.989
  error at R = 10.5a: lattice 7.9709e-10, estimate 8.0610e-10 hartree
chain, cut just inside shell 10a: lattice/estimate = 1.2748, predicted 1.2924
chain, cut just outside shell 10a: lattice/estimate = 0.7748, predicted 0.7835
target error = 1.0e-06 hartree per orbital
bulk: cutoff = 61.51 bohr = 32.55 angstrom = 10.25 a
  distinct pairs kept per orbital = 2276.0; lattice error = 9.915e-07 hartree
sheet: cutoff = 26.90 bohr = 14.23 angstrom = 4.48 a
  distinct pairs kept per orbital = 34.0; lattice error = 8.184e-07 hartree
chain: cutoff = 15.16 bohr = 8.02 angstrom = 2.53 a
  distinct pairs kept per orbital = 2.0; lattice error = 8.838e-07 hartree
ring: 28 sites; occupied hopping = -0.04 hartree, virtual hopping = 0.08 hartree
ring: on-site integral = 0.1 hartree
ring: eigenvalue range of A = 0.52 to 1.48 hartree
ring: |T_ij|^2 r^6 at 9a divided by value at 6a = 0.9847
ring, R = 4.5a: coupled error = 3.8693e-08 hartree; coupled/uncoupled = 1.1083
  (J_R - J)/|T_D|^2 = 0.8780 hartree
ring, R = 6.5a: coupled error = 6.1202e-09 hartree; coupled/uncoupled = 1.0902
  (J_R - J)/|T_D|^2 = 0.8798 hartree
ring, R = 8.5a: coupled error = 1.5074e-09 hartree; coupled/uncoupled = 1.0841
  (J_R - J)/|T_D|^2 = 0.8799 hartree
```
